# Golden-rule hopping of a light interstitial with linear lattice coupling

Suppose the thermal activation energy of hydrogen diffusion in a metal is read as the height of the barrier between two sites. For a particle that tunnels, this reading is wrong. The barrier enters through the tunnelling matrix element, while at high temperature the slope of the logarithm of the rate against inverse temperature measures mainly the energy needed to distort the lattice until the two sites have equal energy. The opposite simplification, free tunnelling through a rigid lattice, gives no activation at all. The result below separates the two energies and fixes the prefactor.

## Assumptions and statement

Constants $\hbar$ and $k$ are kept, and energies in the example are in meV. Write $\beta=1/kT$.

1. The interstitial has one localized state on each of two equivalent sites, $|1\rangle$ and $|2\rangle$, joined by a real element $J$ that does not depend on the lattice coordinates (Condon approximation).
2. The lattice is harmonic, and the interstitial on site $i$ exerts constant forces on it (linear coupling).
3. $J$ is treated to second order, and the lattice is in equilibrium around the occupied site before each hop.
4. The phonon spectrum is dense and the coupling strong, so that the lattice overlap decays quickly in time.

In mass-weighted normal coordinates $Q_q$, with momenta $P_q$, the Hamiltonian is

$$H=\sum_{i}|i\rangle\langle i|H_i+J\big(|1\rangle\langle2|+|2\rangle\langle1|\big),$$
$$H_i=\sum_q\Big[\tfrac12P_q^2+\tfrac12\omega_q^2Q_q^2-f_{iq}Q_q\Big].$$

Completing the square puts the minimum of $H_i$ at $Q_{iq}=f_{iq}/\omega_q^2$ and lowers its energy by $\sum_q f_{iq}^2/(2\omega_q^2)$. This lowering is the same for equivalent sites and is dropped. With $\Delta Q_q=Q_{2q}-Q_{1q}$, define the Huang-Rhys factors and the reorganization energy

$$S_q=\frac{\omega_q(\Delta Q_q)^2}{2\hbar},\qquad \lambda=\sum_q\tfrac12\omega_q^2(\Delta Q_q)^2=\sum_q\hbar\omega_qS_q .$$

**Theorem.** Under these assumptions, the leading high-temperature form of the incoherent hopping rate to one neighbour is

$$\boxed{w=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{4E_akT}}\;e^{-E_a/kT},\qquad E_a=\frac{\lambda}{4}=\frac14\sum_q\hbar\omega_qS_q}$$

This is the Flynn-Stoneham rate.

## Lemma 1: the meaning of $E_a$

*$E_a=\lambda/4$ is the least lattice energy, above the relaxed state, at which the two site energies coincide.*

**Proof.** Let $y_q=Q_q-Q_{1q}$. The potentials are $V_1=\frac12\sum\omega_q^2y_q^2$ and $V_2=\frac12\sum\omega_q^2(y_q-\Delta Q_q)^2$, so the gap is

$$X=V_2-V_1=\lambda-\sum_q\omega_q^2\Delta Q_q\,y_q .$$

Minimizing $V_1$ at $X=0$ with a Lagrange multiplier $\mu$ gives $\omega_q^2y_q=\mu\,\omega_q^2\Delta Q_q$, hence $y_q=\mu\Delta Q_q$. The constraint becomes $\lambda-2\lambda\mu=0$, so $\mu=\frac12$. Then $V_1=\mu^2\lambda=\lambda/4$. ∎

The lattice goes halfway between its two relaxed shapes. A test used a periodic bcc crystal of 128 atoms joined by springs, with unit forces pushing the four hosts around each of two neighbouring tetrahedral sites. Constrained minimization gave 0.08969419 spring units, and the mode sum $\frac14\sum\hbar\omega_qS_q$ gave the same digits.

## Lemma 2: the thermal overlap

*For one mode with mean occupation $\bar n=1/(e^{\beta\hbar\omega}-1)$, averaging over thermal equilibrium around site 1,*

$$G(t)=\big\langle e^{iH_1t/\hbar}e^{-iH_2t/\hbar}\big\rangle=\exp\{-S[(2\bar n+1)(1-\cos\omega t)+i\sin\omega t]\}.$$

**Proof.** Measure $Q$ from the minimum of $H_1$. Then $H_2=DH_1D^\dagger$, where $D=e^{-iP\Delta Q/\hbar}$ shifts the oscillator by $\Delta Q$. Since $P=i\sqrt{\hbar\omega/2}\,(b^\dagger-b)$, this is $D=e^{\alpha(b^\dagger-b)}$ with $\alpha=\Delta Q\sqrt{\omega/2\hbar}$ and $\alpha^2=S$. Therefore

$$e^{iH_1t/\hbar}e^{-iH_2t/\hbar}=D(t)D^\dagger=e^Ae^B,$$
$$A=\alpha(b^\dagger e^{i\theta}-be^{-i\theta}),\quad B=-\alpha(b^\dagger-b),\quad\theta=\omega t .$$

The commutator is a number, $[A,B]=-\alpha^2(e^{i\theta}-e^{-i\theta})=-2iS\sin\theta$. Hence $e^Ae^B=e^{A+B}e^{-iS\sin\theta}$, with $A+B=zb^\dagger-z^*b$, $z=\alpha(e^{i\theta}-1)$ and $|z|^2=2S(1-\cos\theta)$.

Normal ordering gives $e^{zb^\dagger-z^*b}=e^{-|z|^2/2}e^{zb^\dagger}e^{-z^*b}$. To average it, set $E_\nu=e^{zb^\dagger}e^{-\nu z^*b}$ and $g(\nu)=\langle E_\nu\rangle$, so that $g(0)=1$ and $g'=-z^*\langle E_\nu b\rangle$. The thermal density matrix obeys $b\rho=e^{-\beta\hbar\omega}\rho b$. Cyclic invariance of the trace and $bE_\nu=E_\nu b+zE_\nu$ then give

$$\langle E_\nu b\rangle=e^{-\beta\hbar\omega}\big(\langle E_\nu b\rangle+zg\big)\quad\Rightarrow\quad\langle E_\nu b\rangle=\bar n\,z\,g .$$

So $g'=-\bar n|z|^2g$ and $g(1)=e^{-\bar n|z|^2}$. The real exponent is $-(\bar n+\frac12)|z|^2=-S(2\bar n+1)(1-\cos\theta)$. ∎

## Lemma 3: the rate as a real integral

*With $x_q=\beta\hbar\omega_q/2$, and apart from the zero-phonon term,*

$$w=\frac{J^2}{\hbar^2}e^{-\sum_qS_q\tanh(x_q/2)}\int_{-\infty}^{\infty}ds\,\exp\Big[-\sum_qS_q\frac{1-\cos\omega_qs}{\sinh x_q}\Big].$$

**Proof.** The golden rule averages over initial lattice states $n$, with thermal weights $p_n$, and sums over final states $m$:

$$w=\frac{2\pi}{\hbar}J^2\sum_{n,m}p_n|\langle m;2|n;1\rangle|^2\,\delta(E_n-E_m).$$

Insert $\delta(E)=(2\pi\hbar)^{-1}\int dt\,e^{iEt/\hbar}$. The sums become the thermal average of Lemma 2, and modes multiply:

$$w=\frac{J^2}{\hbar^2}\int dt\,\prod_qG_q(t).$$

Since $2\bar n+1=\coth x$, each exponent can be written

$$-S\coth x+S\big[(\bar n+1)e^{-i\omega t}+\bar ne^{i\omega t}\big].$$

Now put $t=s-i\hbar\beta/2$. The exponentials acquire factors $e^{-x}$ and $e^{x}$, and $(\bar n+1)e^{-x}=\bar ne^{x}=1/(2\sinh x)$. The bracket becomes $\cos\omega s/\sinh x$, which is real. Finally $\coth x-1/\sinh x=\tanh(x/2)$ gives the stated form.

The shift of contour needs care at large $|s|$. For a dense spectrum with finite $\sum S\coth x$, the oscillating terms dephase and the integrand tends to the constant $e^{-\sum S\coth x}$. This plateau is the zero-phonon term: it describes coherent tunnelling with the lattice state unchanged, and it is subtracted before the contour is moved. The remainder vanishes at both ends, so the end pieces contribute nothing. ∎

For the strong coupling assumed here the plateau is negligible beside the central peak, and the integral is taken over that peak.

## Proof of the theorem

At high temperature $x_q\ll1$ for the modes that carry the coupling. Then $\tanh(x/2)\to x/2$, and

$$\sum_qS_q\tanh\frac{x_q}{2}\to\sum_qS_q\frac{\hbar\omega_q}{4kT}=\frac{E_a}{kT}.$$

The central peak is narrow, so $1-\cos\omega s\to\omega^2s^2/2$, and $1/\sinh x\to1/x=2kT/\hbar\omega$. The remaining exponent is

$$-\sum_qS_q\frac{\omega_q^2s^2}{2}\,\frac{2kT}{\hbar\omega_q}=-\frac{kT\lambda}{\hbar^2}s^2=-\gamma s^2,\qquad\gamma=\frac{4E_akT}{\hbar^2}.$$

The Gaussian integral is $\sqrt{\pi/\gamma}=\hbar\sqrt{\pi/(4E_akT)}$. Multiplying by $J^2/\hbar^2$ and $e^{-E_a/kT}$ gives the theorem. ∎

**Remark (slope).** Because of the factor $T^{-1/2}$ the law is not strictly Arrhenius. From $\ln w=\text{const}+\frac12\ln\beta-\beta E_a$, the local activation energy is

$$-\frac{d\ln w}{d\beta}=E_a-\frac{kT}{2}.$$

## Proposition: the first quantum correction

*Let $\langle\omega^2\rangle=\lambda^{-1}\sum_q\hbar\omega_qS_q\,\omega_q^2$. The rate of Lemma 3 exceeds the limiting law by*

$$\ln\frac{w_{\rm full}}{w}\simeq\frac{\hbar^2\langle\omega^2\rangle}{48(kT)^2}\Big(1+\frac{E_a}{kT}\Big)+\frac{\hbar^2\langle\omega^2\rangle}{64E_akT}.$$

**Proof.** Three next-order terms contribute.

- From $\tanh(x/2)\simeq x/2-x^3/24$, the exponent gains $\sum S_qx_q^3/24=\beta^3\hbar^2\langle\omega^2\rangle\lambda/192$. With $\lambda=4E_a$ this is the term containing $E_a/kT$.
- From $1/\sinh x\simeq(1/x)(1-x^2/6)$, the coefficient $\gamma$ is multiplied by $1-\beta^2\hbar^2\langle\omega^2\rangle/24$. The integral varies as $\gamma^{-1/2}$, so its logarithm gains half of that, $\beta^2\hbar^2\langle\omega^2\rangle/48$.
- From $1-\cos\omega s\simeq\omega^2s^2/2-\omega^4s^4/24$, the exponent gains $\gamma\langle\omega^2\rangle s^4/12$. Under the Gaussian weight $\langle s^4\rangle=3/(4\gamma^2)$, so the logarithm gains $\langle\omega^2\rangle/(16\gamma)$, the last term. ∎

All three terms are positive: at this order the quantum lattice reaches coincidence more easily than the classical one. When $E_a\gg kT$ the part containing $E_a/kT$ dominates, and the limiting law needs $\hbar^2\langle\omega^2\rangle E_a/[48(kT)^3]\ll1$. The condition thus involves $E_a$ as well as the ratio of a phonon energy to $kT$.

## The classical reading, and unequal sites

In a classical lattice each $y_q$ is Gaussian with variance $kT/\omega_q^2$. The gap $X$ then has mean $\lambda$ and variance $\sum\omega_q^2(\Delta Q_q)^2kT=2\lambda kT$. Its density at coincidence is

$$p(0)=\frac{e^{-\lambda/4kT}}{\sqrt{4\pi\lambda kT}},$$

and $(2\pi/\hbar)J^2p(0)$ reproduces the theorem, since $2\pi/\sqrt{16\pi E_akT}=\sqrt{\pi/(4E_akT)}$.

This form extends to a final site higher by $\varepsilon$, as strain or a nearby impurity may cause. The mean gap becomes $\lambda+\varepsilon$ with the same variance, so that

$$w(\varepsilon)=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}}\exp\Big[-\frac{(\lambda+\varepsilon)^2}{4\lambda kT}\Big].$$

The ratio of forward to backward rates is $w(\varepsilon)/w(-\varepsilon)=e^{-\varepsilon/kT}$, because the squares differ by $4\lambda\varepsilon$. Detailed balance is respected.

## From rate to diffusion

In a bcc host with cubic constant $a$, each tetrahedral site has four such neighbours at $a/\sqrt8$, and the four hop vectors sum to zero. The mean of the next hop is therefore zero whatever the previous one was, and successive hops are uncorrelated. In time $t$ there are $4wt$ hops on average, so

$$D=\frac{\langle R^2\rangle}{6t}=\frac{4w}{6}\,\frac{a^2}{8}=\frac{a^2w}{12}.$$

## Worked example: dilute hydrogen in niobium

The parameters are rough typical values: $a=0.33$ nm, $E_a=70$ meV, $J=2$ meV and a Debye energy of 24 meV. The spectrum follows from a Debye solid. Neighbouring tetrahedral sites have elastic dipoles with different axes, so the force difference on a long wave is proportional to its wavenumber. Since $S_q=(\Delta f_q)^2/(2\hbar\omega_q^3)$, $S_q$ varies as $1/\omega_q$. Multiplying by the mode density, proportional to $\omega^2$, gives $S(\omega)\propto\omega$, which is used up to the cutoff $\omega_D$. In niobium the measured dipole is nearly isotropic, so this long-wave term is weak. The opposite limit, $S(\omega)\propto\omega^3$ with the same $E_a$ and cutoff, would raise the full rate by 2% at 200 K and by 16% at 100 K. With the first form,

$$\sum_qS_q=\frac{3\lambda}{2\hbar\omega_D}=\frac{3\times280}{2\times24}=17.5,$$
$$\hbar^2\langle\omega^2\rangle=\tfrac35(24)^2=345.6\ \text{meV}^2 .$$

At 200 K, $kT=17.235$ meV and $E_a/kT=4.062$. The prefactor is $1.551\times10^{11}$ s$^{-1}$, so

$$w=1.551\times10^{11}\times0.01722=2.67\times10^{9}\ \text{s}^{-1},$$
$$D=\frac{(3.3\times10^{-8}\,\text{cm})^2\times2.67\times10^{9}\,\text{s}^{-1}}{12}=2.4\times10^{-7}\ \text{cm}^2/\text{s}.$$

The full integral gives $3.02\times10^9$ s$^{-1}$ and $D=2.7\times10^{-7}$ cm²/s. An explicit golden-rule sum over the phonon states of 24 modes, at 1 to 24 meV, gives $3.04\times10^9$ s$^{-1}$. For those same modes the sum and the contour-shifted integral agree within one part in a million, so the half per cent comes from replacing the continuum by 24 modes.

The ratio of the full rate to the limiting law, beside the exponential of the first correction, is:

| $T$ (K) | full/limiting | first correction |
|---|---|---|
| 100 | 2.21 | 2.44 |
| 150 | 1.31 | 1.33 |
| 200 | 1.13 | 1.14 |
| 300 | 1.04 | 1.04 |

The limiting law is thus 12% below the full rate at 200 K, and at 100 K it is too low by more than a factor of two. There even the first correction is no longer accurate.

The slope is affected as well. At 200 K the limiting law gives $70-17.2/2=61.4$ meV, while the full rate gives 55.7 meV. For constant $J$, reading the latter directly as $E_a$ would underestimate the true 70 meV by about a fifth.

The detailed spectrum has a small effect in this example. With $E_a$ and the cutoff held fixed, the spectrum of the spring crystal changes the rate by 0.5% at 200 K and by 0.01% at 1000 K, the latter only a test of the limit. The two spectra have similar $\hbar^2\langle\omega^2\rangle$, 332 and 346 meV², so the small change at 200 K does not show that every spectrum would do.

## Where the assumptions give way

**Second order in $J$.** In the Landau-Zener picture, one passage through coincidence changes the site with probability $P=1-\exp(-2\pi J^2/\hbar|\dot X|)$. A lattice that fails to transfer passes through again on its way back. Let $R$ be the chance of ending on site 2 after such a failure. With random phases and equal speeds, $R=P[(1-P)+PR]$, so $R=P/(1+P)$. The total chance is $P+(1-P)R=2P/(1+P)$. Averaged over classical thermal speeds, with $\langle\dot X^2\rangle=2\lambda kT\langle\omega^2\rangle$, this estimate lowers the limiting rate at 200 K by 7%. That is too much, because a typical return takes only about an eighth of a vibration period, and the two passages are not separate events with random phases. An exact quantum solution for one coordinate, with two straight crossing potentials of the same slopes and the same $J$, gives a reduction below 1%. In that solution the rate grows more slowly than $J^2$ as $J$ rises from 2 to 16 meV. At several tens of meV it grows faster than $J^2$, because $J$ then lowers the barrier appreciably.

**Constant $J$.** Host vibrations change the tunnelling distance. Take $J\propto e^{\kappa u}$, with $u$ a Gaussian displacement of variance $\sigma^2$, independent of the gap. Then $\langle J^2\rangle$ grows by $e^{2\kappa^2\sigma^2}$. A rough barrier of 100 meV above the ground level gives $\kappa=69$ nm$^{-1}$, and one host atom moves by $\sigma=0.0065$ nm along one axis at 200 K. For that value of $\kappa$ the factor is about 1.5. It also grows with temperature, which adds about 6 meV to the slope at 200 K and offsets part of the reduction found above for constant $J$. Both numbers depend strongly on the assumed barrier, which was chosen independently of $J$. In a one-dimensional cosine potential with the 0.117 nm hop as period, a barrier 100 meV above the ground level gives $J\approx0.3$ meV and a factor of 1.3. The same potential tuned to $J=2$ meV gives $\kappa\approx28$ nm$^{-1}$, a factor of only 1.07 and about 1 meV of slope, less than the quantum correction.

**One state per site.** A local vibration at roughly 110 meV has a Boltzmann factor of $1.7\times10^{-3}$ at 200 K. With the same $E_a$, one such excited state would carry as much current as the ground state if its tunnelling element were 24 times larger. This level lies slightly above the rough 100 meV barrier assumed in the preceding paragraph. With that barrier it would not be well localized on one site, so the estimate only sets a scale.

**Incoherence and equilibrium.** The zero-phonon term carries $e^{-52.9}$ at 200 K and is negligible. The ratio $w/\omega_D=7\times10^{-5}$ leaves many lattice periods between hops, as equilibrium before each hop requires.

**The real metal.** Measured diffusion of hydrogen in niobium near 200 K is roughly 1 to $2\times10^{-6}$ cm²/s, about four to eight times the model value. Since $D\propto J^2$, a factor of two in the roughly chosen $J$ changes $D$ by four, so this comparison does not test the theory. The measured slope near 200 K is itself about 70 meV, so matching it would need an $E_a$ larger than the one used here. Above about 250 K the measured slope rises to about 100 meV, which a model with one state per site and constant $J$ does not give. Of the effects sized here, the modulation of $J$ is the least certain: it raises the number by anything from several per cent to about half, depending on the barrier assumed. Conduction-electron drag, anharmonicity, trapping at impurities and interaction between interstitials are left out and have not been sized.

## Computed values

```
lattice constant a = 0.33 nm
Debye energy = 24 meV
activation energy Ea = 70 meV
reorganization energy = 280 meV
tunnelling element J = 2.0 meV
main temperature = 200 K
kT = 17.235 meV
sum of Huang-Rhys factors = 17.50
weighted mean square phonon energy = 345.6 meV^2
Ea/kT = 4.062
exp(-Ea/kT) = 0.01722
rate prefactor = 1.551e+11 1/s
limiting-law rate per neighbour = 2.670e+09 1/s
hop length = 0.1167 nm
diffusion coefficient, limiting law = 2.423e-07 cm2/s
full golden-rule rate = 3.022e+09 1/s
diffusion coefficient, full = 2.743e-07 cm2/s
rate from explicit phonon states = 3.037e+09 1/s
100 K: limiting 6.504e+07 1/s, full 1.440e+08 1/s
  full/limiting 2.2144, first correction 2.4437
150 K: limiting 7.963e+08 1/s, full 1.041e+09 1/s
  full/limiting 1.3078, first correction 1.3263
200 K: limiting 2.670e+09 1/s, full 3.022e+09 1/s
  full/limiting 1.1317, first correction 1.1356
300 K: limiting 8.443e+09 1/s, full 8.809e+09 1/s
  full/limiting 1.0434, first correction 1.0439
1000 K (test only): full/limiting = 1.00266
slope at 200 K, limiting law = 61.38 meV
slope at 200 K, full = 55.67 meV
crystal Ea, coincidence = 0.08969419 spring units
crystal Ea, mode sum = 0.08969419 spring units
crystal mean square phonon energy = 332.2 meV^2
rate crystal/Debye spectrum, 200 K = 0.9954
rate crystal/Debye spectrum, 1000 K = 0.99990
Landau-Zener/limiting rate, 200 K = 0.9342
host rms displacement per axis = 0.00652 nm
barrier above ground level (rough) = 100 meV
tunnelling decay constant = 69.4 1/nm
rate factor from modulated J = 1.507
local vibration energy (rough) = 110 meV
its Boltzmann factor, 200 K = 1.69e-03
J ratio for equal excited channel = 24.3
zero-phonon exponent, 200 K = 52.9
hop rate/Debye angular frequency = 7.32e-05
```
